Ideality Factor 2/3 and Optimum Thickness of an Auger-Limited Silicon Cell

**The situation**

An illuminated silicon layer is made thinner. As long as the layer stays thick enough to absorb most of the light it absorbed before, the electrons and holes share a smaller volume. If they recombine mainly in the bulk rather than at the surfaces, the carrier density rises, and so does the voltage. On continued thinning, the weakly absorbed infrared light begins to escape and the current falls. How much voltage is gained, and where should thinning stop?

Take first a layer of thickness W in which Auger recombination is the sole loss. There is no doping, the contacts are ideal and selective, and the carriers move so easily that their densities are uniform. Defects, surfaces, radiative loss, free-carrier absorption and band-gap narrowing are left out for now. Currents are per unit area, q is the positive elementary charge, and V is the separation of the electron and hole quasi-Fermi levels divided by q.

**Simple case: fixed photocurrent, no doping**

For non-degenerate carriers with band densities of states N_c and N_v,

n = N_c exp[(F_n − E_c)/kT],  p = N_v exp[(E_v − F_p)/kT].

In the product the quasi-Fermi levels appear only through F_n − F_p = qV. At V = 0 the product is n_i², by definition of the intrinsic density. Hence

np = n_i² exp(u),  u = qV/kT.

Neutrality without doping requires n = p, so

n = p = n_i exp(u/2).

Each density carries half of the exponent, whatever the ratio N_c/N_v.

In an Auger event an electron and a hole recombine and give their energy to a third carrier. With an electron as the third carrier the rate is C_n n²p. In the reverse process an energetic electron creates a pair, at a rate proportional to n. The two rates must cancel when np = n_i², so the reverse rate is C_n n n_i². Adding the corresponding hole process gives the net rate per volume

R = (C_n n + C_p p)(np − n_i²).

With n = p and C = C_n + C_p,

R = C n(n² − n_i²) = C n_i³ exp(3u/2)[1 − exp(−u)].

This vanishes at V = 0, as it must. For u ≫ 1 the last bracket is 1, and the recombination current is

J_rec = qWR = J_0 exp(3qV/2kT),  J_0 = qWC n_i³.

The ideality factor m is defined by J_rec ∝ exp(qV/mkT), so m = 2/3. Three carriers take part, and the density of each grows as exp(qV/2kT).

The output current is J = J_L − J_rec, where J_L is the photocurrent. At open circuit J = 0, hence

V_oc = (2kT/3q) ln[J_L/(qWC n_i³)].

If J_L is held fixed, thinning from W₁ to W₂ changes the voltage by

V_oc(W₂) − V_oc(W₁) = (2kT/3q) ln(W₁/W₂).

This is the (2/3)(kT/q) ln(1/W) law, with W measured in units of a reference thickness.

At 300 K, kT/q = 25.852 mV, so halving W should give (2/3)(25.852 mV)(0.6931) = 11.95 mV. A calculation with Fermi–Dirac integrals, unequal N_c and N_v, and neutrality solved numerically also gives 11.95 mV. At 0.72 V it gives an ideality factor of 0.6668, so degeneracy is unimportant here. Both numbers assume a fixed gap; the narrowing of the gap by the carriers themselves is estimated at the end.

**First generalization: how undoped is undoped?**

Let the net density of ionized donors be N, so that n − p = N. When V changes, dn = dp. Differentiating np = n_i² exp(u) gives

(n + p) dn = np du,  so  dn/du = dp/du = np/(n + p).

For u ≫ 1 the Auger rate is R = (C_n n + C_p p)np. The factor np contributes 1 to d ln R/du. The other factor contributes (C_n + C_p)(dn/du)/(C_n n + C_p p). Therefore

1/m = 1 + C np/[(n + p)(C_n n + C_p p)].

Two limits test this. For n = p the second term is Cn²/(2n·Cn) = 1/2, which returns m = 2/3. For heavy donor doping, n ≈ N ≫ p, the second term tends to (C/C_n)(p/N), which vanishes, and m → 1. The majority density is then pinned by the donors, and only the hole density follows the voltage.

For numbers I take n_i = 1.0×10¹⁶ m⁻³, C_n = 3×10⁻⁴³ m⁶/s and C_p = 1×10⁻⁴³ m⁶/s. These, and the optical parameters below, are round values for a silicon-like model; they are not a fit to data. In real, weakly doped silicon at the carrier densities used here, the attraction between electrons and holes can make Auger recombination several times faster than these coefficients give. At 0.72 V the undoped density is n_i exp(u/2) ≈ 1.1×10²² m⁻³. The ideality factor is 0.672 for N = 10²¹ m⁻³, 0.743 for 10²² m⁻³ and 0.984 for 10²³ m⁻³. The formula agrees with the Fermi–Dirac calculation in each case. "Undoped" thus means that N is much smaller than the photogenerated density at the operating voltage.

**Second generalization: the photocurrent depends on W**

Define the relative sensitivity of the photocurrent to thickness,

ε = d ln J_L/d ln W.

Differentiating V_oc, with ln J_L contributing ε and −ln W contributing −1, gives

dV_oc/d ln W = −(2kT/3q)(1 − ε).

The simple law is the limit ε → 0. In the opposite limit of very weak absorption J_L ∝ W, so ε = 1 and thinning gives no voltage at all: generation and recombination volume shrink together.

To find ε an optical model is needed. Suppose the surface randomizes the direction of light, the rear mirror is perfect, and the front transmits all light in the escape cone. For weak absorption the light inside is nearly uniform and isotropic, with radiance B. Integrating over all directions, the layer absorbs 4πBαW per unit area, where α is the absorption coefficient. With refractive index n_r the escape cone has sin θ_c = 1/n_r, and the escaping flux, counted inside the layer, is

∫₀^θc B cos θ 2π sin θ dθ = πB sin²θ_c = πB/n_r².

In a steady state all entering light is either absorbed or escapes. The absorbed fraction is

a = 4πBαW/(4πBαW + πB/n_r²) = x/(1 + x),  x = 4n_r²αW.

For x ≪ 1, a ≈ 4n_r²αW. With n_r = 3.5 this is 49 times the absorption αW of one perpendicular pass.

For stronger absorption B is no longer uniform, so a second route is useful. Randomized light makes a round trip of length 2W/c, where c = cos θ, and survives it with mean probability

K = ∫₀¹ 2c exp(−2αW/c) dc.

Assume the texture randomizes the returning light again before it can leave. Then a fraction 1/n_r² escapes and the rest starts another round trip. Summing the absorption over all trips gives a geometric series:

a_ray = (1 − K) Σ_j [K(1 − 1/n_r²)]^j = (1 − K)/[1 − (1 − 1/n_r²)K],  j = 0, 1, 2, …

For small αW the integral gives K ≈ 1 − 4αW. The numerator is then 4αW and the denominator, to leading order, 1/n_r² + 4αW, which returns x/(1 + x). An explicit sum over trips agrees with x/(1 + x) within 2% at αW = 0.001, 0.005 and 0.02.

Let Φ(E) be the incident photon flux per unit photon energy. Then

J_L = q∫Φ a dE.

Since x ∝ W, da/d ln W = x/(1 + x)² = a(1 − a), and

ε = ∫Φ a(1 − a) dE / ∫Φ a dE.

This is the average of 1 − a over the absorbed photons, so 0 < ε < 1. A photon that is almost surely absorbed contributes little, and so does one that is hardly absorbed at all. The sensitivity comes mainly from the energies in between.

**From voltage to power**

In this model, open-circuit voltage alone would always favour a thinner layer, although the gain fades as ε approaches 1. The useful quantity is P = VJ. Write v = 3qV/2kT, so that V ∝ v. At fixed W,

d/dv [v(J_L − J_0 e^v)] = J_L − (1 + v)J_0 e^v = 0.

The second derivative is −(2 + v)J_0 e^v < 0, so this is a maximum. With v_m the value at maximum power,

J_rec = J_0 exp(v_m) = J_L/(1 + v_m).

Multiplying J_L/J_0 = (1 + v_m)exp(v_m) by e gives

(1 + v_m) exp(1 + v_m) = eJ_L/J_0,  so  1 + v_m = L(eJ_L/J_0),

where L is the Lambert function, defined by L(z)exp[L(z)] = z.

Now vary W and let V follow its best value V_m. To first order the change of V does not alter P, because ∂P/∂V = 0 there. What remains is the explicit dependence on W, through J_L and through J_rec ∝ W:

dP/d ln W = V_m(εJ_L − J_rec) = V_m J_L[ε − 1/(1 + v_m)].

At the optimum thickness, therefore,

ε = 1/(1 + v_m).

The gain in photocurrent from a little more material equals the Auger current in that material.

Check the limits. At fixed J_L, ε = 0 and the derivative is negative at every thickness: thinner is always better, and there is no optimum. In the weak-absorption limit ε → 1 exceeds 1/(1 + v_m), so thicker is better. An optimum needs the crossover between these two regimes.

Could the two sides cross more than once? Taking the logarithm of the maximum-power condition gives v_m + ln(1 + v_m) = ln(J_L/J_0). Since J_0 ∝ W, differentiation gives

dv_m/d ln W = −(1 − ε)(1 + v_m)/(2 + v_m) < 0.

The right side of the optimum condition thus rises with W. For the absorption edge used below, a numerical scan from 5 to 2000 µm shows ε falling throughout, so there is one crossing in that range.

**Numbers for a silicon-like edge**

Silicon has an indirect gap: near the edge a phonon must be absorbed or emitted. With gap E_g = 1.12 eV, one phonon energy E_p = 0.058 eV and A = 8×10⁵ m⁻¹ eV⁻², I use

α = A{(E − E_g + E_p)²/[exp(E_p/kT) − 1] + (E − E_g − E_p)²/[1 − exp(−E_p/kT)]}.

Each square is set to zero below its threshold. The first term needs an existing phonon and carries the thermal occupation; the second creates a phonon and carries the occupation plus one. The squares are the form for parabolic bands with a constant matrix element. The light has a 5800 K black-body spectrum scaled to 1000 W/m², so the efficiencies below do not refer to a terrestrial standard spectrum.

The optimum condition gives W = 110 µm. A direct search for the greatest power over V and W gives the same thickness. There J_L = 391.03 A/m² and J_0 = 7.03×10⁻¹⁸ A/m², so ln(J_L/J_0) = 45.47 and

V_oc = (2/3)(0.025852 V)(45.47) = 0.784 V.

The maximum-power condition gives v_m = 41.71, and indeed 41.71 + ln 42.71 = 45.47. Then

V_m = (2/3)(0.025852 V)(41.71) = 0.719 V,
1/(1 + v_m) = 1/42.71 = 0.0234 = ε,
J_rec = (391.03 A/m²)/42.71 = 9.16 A/m².

The output is (0.7189 V)(391.03 − 9.16) A/m² = 274.5 W/m², an efficiency of 27.5% in this model.

Which photons decide the thickness? The product a(1 − a) is greatest at a = 1/2, where x = 1 and

α = 1/(4n_r²W) = 1/(49 × 1.097×10⁻⁴ m) = 186 m⁻¹.

If this lies below the phonon-emission threshold at 1.178 eV, only the first term of α counts. With exp(E_p/kT) − 1 = 8.43,

E − 1.062 eV = [186 × 8.43/(8×10⁵)]^(1/2) eV = 0.044 eV.

So E = 1.106 eV, which confirms the assumption. Half absorption occurs slightly below the gap, where light is absorbed with the help of thermal phonons. The weight a(1 − a) is broad, however: at the gap x = (0.058/0.044)² ≈ 1.7 and a(1 − a) is still 0.23, against its maximum 0.25, so photons on both sides of the gap contribute to ε.

The maximum is flat. The efficiency is 27.38% at 50 µm, 27.45% at 100 µm and 27.41% at 200 µm. Between 100 and 50 µm V_oc rises from 0.78513 to 0.79676 V. The gain is slightly less than the 11.95 mV of the fixed-current law, because J_L drops from 390.17 to 382.91 A/m². The logarithm of that ratio, −0.0188, times 17.2 mV is −0.32 mV, so the gain is 11.6 mV.

**Testing what was left out**

*Strong absorption.* Replacing a by a_ray moves the optimum from 110 to 102 µm. The size of this shift depends on the escape rule. If instead exactly those rays escape that return inside the cone, which have the shortest paths and survive best, the optimum is 107 µm.

*The Auger coefficient.* Doubling C moves the optimum only to 105 µm, while the efficiency falls to 27.0%; a fourfold C gives about 100 µm, 26.5% and an Auger lifetime of 12 ms at the working point. At fixed W, doubling J_0 lowers v_m + ln(1 + v_m) by ln 2 = 0.69, which is small beside v_m ≈ 42. The required ε therefore changes by less than 2% of its value.

*Radiative recombination.* A layer that absorbs must also emit, with the same absorptance. At 110 µm and V_m the omitted radiative current is 2.1 A/m², against 9.2 A/m² of Auger current. Auger loss dominates, but the radiative part is not negligible. With it included the optimum moves outward, to 121 µm, and the efficiency there is 27.3%.

An added loss that favours a thicker layer needs an explanation. Let J_A ∝ exp(3u/2) and J_R ∝ exp(u) be the Auger and radiative currents, and r = d ln J_R/d ln W at fixed V. Maximizing VJ over V now gives

J_L = (1 + 3u/2)J_A + (1 + u)J_R,

and the thickness derivative is dP/d ln W = V(εJ_L − J_A − rJ_R). Eliminating J_A gives

dP/d ln W = V{εJ_L − J_L/(1 + 3u/2) + J_R[(1 + u)/(1 + 3u/2) − r]}.

At the old optimum εJ_L = J_L/(1 + v_m). The extra loss lowers the best voltage, so 3u/2 < v_m and the first two terms together are negative. They favour a thinner layer. The last term favours a thicker one if r is less than about 2/3, the value of the ratio for large u. Auger current grows in proportion to W, but emission grows more slowly, because the absorptance saturates. For a single-peaked power curve, the computed outward shift means that the last term wins, and hence that r is below about 2/3 here.

*Defects and surfaces.* At V_m the carrier density is n = 1.09×10²² m⁻³ and the Auger lifetime 1/(Cn²) is 21 ms. A defect rate n/τ has the ratio (n/τ)/(Cn³) = (21 ms)/τ to the Auger rate. With the C used here, the cell is Auger-limited at its working point only if τ is much longer than 21 ms; a larger C shortens this time. Because n ∝ exp(u/2), such a defect current has ideality factor 2. The same holds for a surface rate proportional to n. That rate does not shrink with W, so if surfaces dominate, thinning at fixed J_L brings no voltage.

*Uniform density.* Carrying the output current by diffusion across the layer would need a density difference JW/(qD); since part of the current is carried by drift, this is an upper estimate. With an ambipolar diffusivity D = 1.5×10⁻³ m²/s this is 1.7×10²⁰ m⁻³, or 1.6% of n at V_m. The uniform-density assumption is adequate at this thickness. It is not at 1000 µm, where the same estimate gives 30% of n, so results for such thick layers describe the model only.

The optima computed above, all without defect or surface losses, lie between about 100 and 120 µm. That range belongs to this absorption edge, this light trapping, this spectrum and Auger coefficients near the chosen ones. Free-carrier absorption remains left out. Defect and surface losses can move the optimum far outside the range: bulk defects add a loss that grows with W and favour a thinner layer, while surface recombination adds one that does not and favours a thicker layer.

The ideality factor 2/3 does not depend on the optical model. It follows from n = p, uniform and non-degenerate carriers, qV ≫ kT, a constant C, a constant gap (hence constant n_i) and dominant Auger loss. In real silicon the electrons and holes screen each other and narrow the gap. A Debye-screening estimate with relative permittivity 11.7 gives about 4 meV at V_m and 8 meV at V_oc. Because this narrowing grows as n^(1/2), it lowers the ideality factor to about 0.64 at V_m and 0.61 at V_oc, reduces the gain on halving W from 100 to 50 µm at fixed J_L = 400 A/m² from 11.95 to about 10.9 mV, and moves the optimum to about 120 µm. Where another loss is not negligible the factor shifts: with the radiative current above included, it is (9.2 + 2.1)/(1.5 × 9.2 + 2.1) = 0.71 at V_m. The remaining values, including the full thickness table, are in the numerical output.

Computed results

```
temperature 300 K, thermal voltage 25.852 mV
gap 1.12 eV, phonon energy 0.058 eV
intrinsic density 1.0e+16 m^-3
Auger C_n 3.0e-43, C_p 1.0e-43, sum C 4.0e-43 m^6/s
refractive index 3.5, edge prefactor 8.0e+05 1/(m eV^2)
source 5800 K, incident power 1000 W/m^2
ambipolar diffusivity 1.5e-03 m^2/s
ideality, undoped, band integrals at 0.72 V: 0.6668
ideality, donors 1e+21 m^-3: bands 0.6721, formula 0.6720
ideality, donors 1e+22 m^-3: bands 0.7432, formula 0.7431
ideality, donors 1e+23 m^-3: bands 0.9843, formula 0.9843
halving W at fixed J_L = 400 A/m^2: bands 11.954 mV, formula 11.946 mV
thickness um | J_L A/m^2 | V_oc V | efficiency %
   10 | 360.63 | 0.8235 | 26.723
   30 | 376.65 | 0.8053 | 27.241
   50 | 382.91 | 0.7968 | 27.375
  100 | 390.17 | 0.7851 | 27.451
  200 | 396.01 | 0.7734 | 27.409
  300 | 398.80 | 0.7666 | 27.336
 1000 | 404.86 | 0.7461 | 26.941
optimum thickness, condition: 109.69 um
optimum thickness, direct search: 109.69 um
At the optimum thickness:
J_L 391.03 A/m^2, J_0 7.0296e-18 A/m^2
V_oc 0.7836 V, V_m 0.7189 V
reduced voltage v_m 41.711
d ln J_L/d ln W 0.02341, 1/(1+v_m) 0.02341
Auger current at V_m 9.155 A/m^2
output current at V_m 381.88 A/m^2
maximum power 274.52 W/m^2, efficiency 27.452 %
dV_oc/d ln W -16.831 mV; fixed-J_L value -17.235 mV
carrier density at V_oc 3.817e+22, at V_m 1.092e+22 m^-3
Auger lifetime at V_m 20.96 ms
density drop bound across layer 1.743e+20 m^-3
omitted radiative current at V_m 2.079 A/m^2
optimum with ray-summed absorptance 101.6 um
optimum with radiative loss added 121.3 um
optimum with Auger coefficient doubled 105.0 um
efficiency with radiative loss at its optimum 27.311 %
```
